# Seaton's theorem for a finite-range core: proof and numerical check, part 2

In atomic units, the radial function of one partial wave \(l\) obeys

\[ u'' + \Big[2E - \frac{l(l+1)}{r^2} + \frac{2z}{r} - 2V_s(r)\Big]u = 0 . \tag{1} \]

with \(z>0\). The core \(V_s\) is real, local, independent of energy, piecewise continuous, bounded by \(|rV_s(r)|\le C\), and zero for \(r\ge r_0\); \(\lambda V_s\) with \(0\le\lambda\le1\) switches it on. A level with \(n_r\) nodes has \(n=n_r+l+1\) and \(E_n=-z^2/2(n-\mu_n)^2\). At \(E=k^2/2>0\), \(\gamma=z/k\), and the pure Coulomb solutions \(F\) and \(G\) behave as \(\sin\theta\) and \(\cos\theta\), with \(\theta = kr + \gamma\ln 2kr - \tfrac12 l\pi + \arg\Gamma(l+1-i\gamma)\); that the regular solution \(F\) has this phase is still to be derived. The phase shift is defined by \(u\propto F\cos\delta+G\sin\delta\) for \(r\ge r_0\). The aim is \(\delta(0^+)=\pi\mu_\infty\), where \(\mu_\infty=\lim_{n\to\infty}\mu_n\).

Put \(y=2zr\), \(m=2l+1\), \(\varepsilon=2E/z^2=-1/\nu^2\), \(t=1/\nu\), with \(\nu>0\) below threshold and \(\nu=i\gamma\) above. For \(V_s=0\),

\[ u_{yy} + \Big[\frac{\varepsilon}{4} + \frac1y - \frac{l(l+1)}{y^2}\Big]u = 0 . \tag{2} \]

Its solutions \(f=y^{l+1}/m!+\dots\) and \(g=Lf\ln y+\sum_{j\ge0}b_jy^{j-l}\) are entire in \(\varepsilon\) and real for real \(\varepsilon\); at \(\varepsilon=0\) they are \(\sqrt y\,J_m(2\sqrt y)\) and \(\sqrt y\,Y_m(2\sqrt y)\). Here \(L=A/\pi\), \(A=\prod_{p=1}^{l}(1+p^2\varepsilon)\), and, with \(W(p,q)=pq'-p'q\),

\[ W_y(f,g) = \frac1\pi, \qquad W_r(f,g) = \frac{2z}{\pi} \tag{6} \]

The function \(w=y^{l+1}e^{-y/2\nu}\omega(x)\), \(x=y/\nu\), solves (2), decays below threshold and is outgoing above. For non-integer \(a\),

\[ x\omega'' + (m+1-x)\omega' - a\omega = 0, \qquad a = l+1-\nu . \tag{7} \]

\[ \omega(x) = \Gamma(a-m)\,x^{-a}\,[1+o(1)], \qquad x\omega'(x) = O(|x|^{-\mathrm{Re}\,a}), \tag{9} \]

and \(\Gamma(a)/\Gamma(a-m)=-\nu^mA\). Matching at the origin gave \(Aw/\pi=g+cf\), with

\[ c = A\,(\mathcal G+\cot\pi\nu)+\tilde R-R, \qquad \pi\tilde R = -m!\sum_{k=1}^m\frac{(k-1)!\,P_k(t)}{(m-k)!\,k!}\Big(-\frac t2\Big)^k-\frac A2\sum_{j=-l}^l\frac1{\nu+j}. \tag{11} \]

where \(\psi=\Gamma'/\Gamma\), \(\mathcal G(\nu)=\frac1{2\pi}\big[\psi(\nu+l+1)+\psi(\nu-l)-2\ln\nu\big]\), \(P_k(t)=\prod_{q=0}^{m-k-1}[1+(k-l+q)t]\), and \(R\), a polynomial contained in \(b_m\), is the even part of \(\tilde R\). Hence \(c=A(\mathcal G+\cot\pi\nu)+\tilde R_{\rm odd}\). Does \(\tilde R_{\rm odd}\), which is odd in \(1/\nu\), stay?

**A.** It vanishes, and the continuum shows why. Take \(\nu=i\gamma\), \(a = l+1-i\gamma\), \(x = 2kr\,e^{-i\pi/2}\). Then

\[ x^{-a} = (2kr)^{-l-1}e^{i\gamma\ln2kr}\,e^{i\pi a/2} = (2kr)^{-l-1}e^{i\gamma\ln 2kr}\,i^{\,l+1}e^{\pi\gamma/2}, \]

and \(y^{l+1}(2kr)^{-l-1} = \gamma^{l+1}\). In (9) replace \(A\,\Gamma(a-m)\) by \(-\Gamma(a)/\nu^m = -\Gamma(a)\,i^{-2l-1}\gamma^{-2l-1}\). The powers of \(i\) combine to \(i^{-l} = e^{-il\pi/2}\) and those of \(\gamma\) to \(\gamma^{-l}\):

\[ g+cf = \frac{Aw}{\pi} \to -\mathcal N e^{i\theta}, \qquad \mathcal N = \frac{|\Gamma(l+1-i\gamma)|\,e^{\pi\gamma/2}}{\pi\gamma^l}, \tag{12} \]

with the \(\theta\) defined at the start. The recurrence gives \(|\Gamma(l+1-i\gamma)|^2 = \prod_p(p^2+\gamma^2)\,|\Gamma(1-i\gamma)|^2 = \gamma^{2l}A\,|\Gamma(1-i\gamma)|^2\), and reflection gives \(\Gamma(1+i\gamma)\Gamma(1-i\gamma) = i\gamma\pi/\sin(i\pi\gamma) = \pi\gamma/\sinh\pi\gamma\). With \(e^{\pi\gamma}/\sinh\pi\gamma = 2/(1-e^{-2\pi\gamma})\),

\[ \mathcal N^2 = \frac{2\gamma B}{\pi}, \qquad B = \frac{A}{1-e^{-2\pi\gamma}} . \]

Now take the Wronskian of \(g+cf\) with its complex conjugate. Because \(f\) and \(g\) are real, it is \((\bar c-c)W_r(g,f) = 2i\,\mathrm{Im}\,c\cdot2z/\pi\). At large \(r\), by the second part of (9), \(d/dr\) acts on \(w\) as \(ik\) up to \(O(1/r)\), so the Wronskian is \(-2ik\mathcal N^2\). Hence \(\mathrm{Im}\,c = -\pi k\mathcal N^2/2z = -\pi\mathcal N^2/2\gamma = -B\).

The same quantity follows from (11). Reflection at \(s = i\gamma-l\), with \(\cot i\pi\gamma = -i\coth\pi\gamma\), gives \(\psi(i\gamma-l) = \psi(l+1-i\gamma)+i\pi\coth\pi\gamma\). With \(\ln\nu = \ln\gamma+i\pi/2\),

\[ \mathcal G(i\gamma) = \mathcal G_R+\frac i2(\coth\pi\gamma-1), \qquad \mathcal G_R = \frac1\pi\big[\mathrm{Re}\,\psi(l+1+i\gamma)-\ln\gamma\big], \]

and adding \(\cot i\pi\gamma\),

\[ \mathcal G+\cot\pi\nu = \mathcal G_R-\frac i2(\coth\pi\gamma+1) = \mathcal G_R-\frac{i}{1-e^{-2\pi\gamma}} . \]

So \(A(\mathcal G+\cot\pi\nu)\) already has imaginary part \(-B\). The polynomial \(\tilde R_{\rm odd}\) has real coefficients and is purely imaginary at \(t=-i/\gamma\), so it vanishes for every \(\gamma>0\) and is identically zero. For non-integer \(\nu>l\) and for \(\nu = i\gamma\),

\[ \frac{Aw}{\pi} = g+A\,(\mathcal G+\cot\pi\nu)\,f . \tag{13} \]

The lowest cases can be done by hand. For \(l=0\) the sum in (11) is \(-(-t/2) = t/2\) and the last term is \(-t/2\), so \(R=0\). For \(l=1\), \(P_1 = 1+t\) (the factors are \(1\) and \(1+t\)), \(P_2 = 1+t\), \(P_3=1\); the three terms of the sum are \(-(1+t)t/4\), \((1+t)t^2/8\) and \(-t^3/24\), which add to \(-t/4-t^2/8+t^3/12\). Multiplying by \(-6\) gives \(\tfrac32t+\tfrac34t^2-\tfrac12t^3\). The last term of (11) is \(-\tfrac12t[(1+t)+(1-t^2)+(1-t)] = -\tfrac32t+\tfrac12t^3\). The odd powers cancel and \(\pi R = \tfrac34t^2\). The program finds the same by symbolic algebra, finds \(\pi R = \tfrac52t^2-\tfrac{35}8t^4\) for \(l=2\), asserts evenness up to \(l=3\), and tests \(L = A/\pi\) and (13) against the confluent function \(U\) of mpmath for real and imaginary \(\nu\).

**Q.** You promised that the phase of \(F\) would be derived.

**A.** Divide (12) by \(-\mathcal N\) and separate real and imaginary parts, using \(c = A\mathcal G_R-iB\):

\[ F = \frac{B}{\mathcal N}\,f \to\sin\theta, \qquad G = -\frac1{\mathcal N}\,(g+A\mathcal G_Rf)\to\cos\theta, \qquad \frac1{\mathcal N} = \sqrt{\frac{\pi k}{2zB}} . \tag{14} \]

The solution that tends to \(\sin\theta\) is a positive multiple of \(f\) and so is the regular one, which confirms the constant \(\arg\Gamma(l+1-i\gamma)-l\pi/2\) in \(\theta\). The divergent pieces of \(\theta\) have dropped out of the relation between \((F,G)\) and \((f,g)\); only \(A\), \(B\), \(\mathcal G_R\) and a common positive factor remain. The program tests (14) against the Coulomb functions of mpmath for two values of \(z\), and tests those functions against \(\sin\theta\) and \(\cos\theta\) at large \(kr\).

**Q.** Then show that these remaining quantities behave at threshold.

**A.** \(A\to1\) as a polynomial in \(\varepsilon\), and \(B/A\to1\) faster than any power of \(k\). For \(\mathcal G\), the recurrence gives \(\psi(\nu+l+1) = \psi(\nu)+\sum_{p=0}^l(\nu+p)^{-1}\) and \(\psi(\nu-l) = \psi(\nu)-\sum_{p=1}^l(\nu-p)^{-1}\). With \((\nu+p)^{-1}-(\nu-p)^{-1} = -2p/(\nu^2-p^2)\),

\[ \pi\mathcal G = \Big[\psi(\nu)+\frac1{2\nu}-\ln\nu\Big]-\sum_{p=1}^l\frac{p}{\nu^2-p^2}. \]

Stirling's series for the bracket, \(-1/12\nu^2+1/120\nu^4-\dots\), holds for \(|\arg\nu|<\pi\) and contains only even powers. Above threshold, \(\mathrm{Re}\,\psi(l+1+i\gamma) = \mathrm{Re}\,\psi(i\gamma)+\sum_pp/(p^2+\gamma^2)\), the real part of the bracket at \(\nu=i\gamma\) is \(\mathrm{Re}\,\psi(i\gamma)-\ln\gamma\), and \(-p/(\nu^2-p^2) = p/(\gamma^2+p^2)\). So \(\mathcal G\) for \(\varepsilon<0\) and \(\mathcal G_R\) for \(\varepsilon>0\) have one and the same asymptotic series in integer powers of \(\varepsilon\). With \(\sum_pp = l(l+1)/2\) its first term is

\[ \mathcal G,\ \mathcal G_R = \frac{l^2+l+\tfrac16}{2\pi}\,\varepsilon+O(\varepsilon^2). \tag{15} \]

The bracket is analytic and \(O(\nu^{-2})\) in a sector about the positive axis, so Cauchy's estimate on a circle of radius \(\nu/2\) gives \(d\mathcal G/d\nu = O(\nu^{-3})\). The program tests the slope in (15) on both sides. As a reading from its output, for \(l=0\), \(z=1\), \(k=0.1\) bohr\(^{-1}\) one has \(\varepsilon=0.01\) and (15) gives \(0.01/12\pi = 2.653\times10^{-4}\), against the full value \(2.655\times10^{-4}\).

**Q.** So far the core has not appeared. Why should its effect be smooth across \(E=0\)?

**A.** Because the solution on the finite interval \([0,r_0]\) can be normalised at the origin, where the energy plays no part. Let \(q = 2(-z/r+\lambda V_s-E)\), so that \(u''-l(l+1)u/r^2 = qu\). The functions \(r^{l+1}\) and \(r^{-l}\) solve the homogeneous equation with Wronskian \(-m\), and variation of constants gives

\[ u(r) = r^{l+1}+\frac1m\int_0^r\big[r^{l+1}s^{-l}-r^{-l}s^{l+1}\big]q(s)u(s)\,ds . \]

The kernel vanishes at \(s=r\) and its \(r\) derivative there is \([(l+1)+l]/m=1\), which reproduces the source \(qu\). For \(v = u/r^{l+1}\),

\[ v(r) = 1+\frac1m\int_0^r\big[1-(s/r)^m\big]\,s\,q(s)\,v(s)\,ds . \]

For \(r\le r_1\) and complex \(E\), \(\lambda\) in bounded sets, \(|sq(s)|\le Q = 2(z+|\lambda|C+|E|r_1)\); this is where \(|rV_s|\le C\) is needed. The \(j\)-th iterate is a polynomial in \(E\) and \(\lambda\), bounded by \((Qr)^j/j!\) by induction, since the bracket lies between 0 and 1. So \(v\) is entire in \(E\) and \(\lambda\), continuous in \(r\), and \(|v-1|\le e^{Qr}-1\). The derivative \(v' = r^{-m-1}\int_0^rs^{m+1}qv\,ds\) has the same properties. The other solution behaves as \(r^{-l}\) and is excluded as in hydrogen.

For \(r\ge r_0\), \(u = \alpha f+\beta g\) with \(\alpha = W_r(u,g)\,\pi/2z\) and \(\beta = W_r(f,u)\,\pi/2z\), evaluated at \(r_0\). Both are entire in \(E\) and \(\lambda\), real for real arguments, and never both zero, since \(u\) is not the zero solution. Write

\[ u = \rho\,(f\cos\pi\xi-g\sin\pi\xi), \qquad \rho>0, \quad r\ge r_0 . \tag{16} \]

On a rectangle \(|E|\le E_1\), \(0\le\lambda\le1\), the angle of the non-vanishing vector \((\alpha,-\beta)\) has a continuous branch. At \(\lambda=0\), \(u = m!\,f/(2z)^{l+1}\), so the branch can be fixed by \(\xi(E,0)=0\). Locally \(\pi\xi\) is an arctangent of \(-\beta/\alpha\) or an arccotangent of its inverse, so \(\xi(E,\lambda)\) is real-analytic, and \(\xi\) and \(\partial_E\xi\) are bounded on the rectangle. Nothing happens to \(\xi\) at \(E=0\).

**Q.** Does \(\xi\) mean anything physically, and which sign does it take?

**A.** At \(E=0\) it is a phase shift. With the large-argument forms of the Bessel functions, (16) is proportional to \(y^{1/4}\cos(2\sqrt y-\tfrac12m\pi-\tfrac14\pi+\pi\xi)\). The zero-energy wave in an attractive Coulomb field oscillates without end, and the core advances it by \(\pi\xi(0)\). Away from threshold the value of \(\xi\) depends on the choice of \(b_m(\varepsilon)\) and is not an observable.

The sign follows from a Wronskian identity. Let \(\dot u = \partial_\lambda u\). Differentiating the radial equation gives \(\dot u''-l(l+1)\dot u/r^2 = q\dot u+2V_su\), so \(dW_r(u,\dot u)/dr = u\dot u''-u''\dot u = 2V_su^2\), and \(W_r(u,\dot u)=0\) at the origin. Outside, \(\dot u = (\dot\rho/\rho)u-\pi\dot\xi\rho\,(f\sin\pi\xi+g\cos\pi\xi)\), and \(W_r(f\cos\pi\xi-g\sin\pi\xi,\ f\sin\pi\xi+g\cos\pi\xi) = W_r(f,g) = 2z/\pi\). Therefore

\[ \frac{\partial\xi}{\partial\lambda} = -\frac1{z\rho^2}\int_0^{r_0}V_su^2\,dr . \tag{17} \]

A core that is attractive everywhere makes \(\xi\) positive and increasing with \(\lambda\). To first order in \(\lambda\), \(u/\rho=f\) and \(\xi = -(\lambda/z)\int V_sf^2dr\).

**Q.** Now the levels. Equation (13) blows up at integer \(\nu\), which is where hydrogen has its levels.

**A.** Multiply it by \(\sin\pi\nu\) and define, for \(\nu>l\),

\[ d = g\sin\pi\nu+A\,(\mathcal G\sin\pi\nu+\cos\pi\nu)\,f . \]

Here \(A>0\) and \(\mathcal G\) is finite. For non-integer \(\nu\), \(d\) is a non-zero multiple of \(w\), which by (9) falls as \(y^{\nu}e^{-y/2\nu}\). For integer \(\nu=n\), \(d = \pm Af\). The regular power series of (7) obeys \((j+1)(j+m+1)c_{j+1} = (j+a)c_j\) and breaks off at degree \(n-l-1\) when \(a = -(n-l-1)\), so \(f\) is a polynomial times \(y^{l+1}e^{-y/2n}\) and decays as well. There is no second decaying solution. If two solutions are square integrable at infinity, so are their second derivatives by (2) and hence their first derivatives; the constant Wronskian is then integrable and must be zero.

A level is therefore an energy at which (16) is proportional to \(d\). The determinant of the coefficient pairs \((\cos\pi\xi,-\sin\pi\xi)\) and \((A[\mathcal G\sin\pi\nu+\cos\pi\nu],\sin\pi\nu)\) must vanish:

\[ \Phi(\nu,\lambda) = \cos\pi\xi\sin\pi\nu+A\sin\pi\xi\,(\mathcal G\sin\pi\nu+\cos\pi\nu) = 0 . \]

Adding and subtracting \(\sin\pi\xi\cos\pi\nu\),

\[ \Phi = \sin\pi(\nu+\xi)+(A-1)\sin\pi\xi\cos\pi\nu+A\mathcal G\sin\pi\xi\sin\pi\nu . \tag{18} \]

Put \(\nu = n-\mu_n\), so that \(\sin\pi\nu = -(-1)^n\sin\pi\mu_n\), \(\cos\pi\nu = (-1)^n\cos\pi\mu_n\) and \(\sin\pi(\nu+\xi) = -(-1)^n\sin\pi(\mu_n-\xi)\). Then \(\Phi=0\) reads

\[ \sin\pi(\mu_n-\xi) = (A-1)\sin\pi\xi\cos\pi\mu_n-A\mathcal G\sin\pi\xi\sin\pi\mu_n . \tag{19} \]

Expanding the left side and dividing by \(A\sin\pi\xi\sin\pi\mu_n\), where that is allowed, gives the exact relation

\[ \cot\pi\mu_n = \frac{\cot\pi\xi(E_n)}{A}+\mathcal G . \tag{20} \]

From (19), \(|\sin\pi(\mu_n-\xi)|\le\eta(\nu)\) with \(\eta = |A-1|+A|\mathcal G| = O(\nu^{-2})\), and \(\eta\) does not depend on the core or on \(\lambda\).

**Q.** That puts \(\mu_n-\xi\) near some integer, if such levels exist at all. You owe me their existence and the value of the integer.

**A.** Let \(\tau = \nu+\xi(-z^2/2\nu^2,\lambda)\). Since \(\partial\tau/\partial\nu = 1+z^2\nu^{-3}\partial_E\xi\) and \(\partial_E\xi\) is bounded, \(\tau\) increases strictly with \(\nu\) beyond some \(\nu_0\) that serves all \(\lambda\in[0,1]\). Enlarge \(\nu_0\) until \(\eta<1/\sqrt2\) beyond it. By (18), \(\Phi = \sin\pi\tau\) up to at most \(\eta\). So \(\Phi\) has no zero unless \(|\tau-N|<\tfrac14\) for an integer \(N\), and it has opposite signs at \(\tau = N\pm\tfrac14\), so each such window holds a zero. In the window, \(\partial_\nu\Phi = \pi\cos\pi\tau\,\partial_\nu\tau+O(\nu^{-2})\), where the remainder collects the derivatives of the last two terms of (18), each carrying a factor \(A-1\), \(\mathcal G\), \(dA/d\nu\) or \(d\mathcal G/d\nu\), uniformly in \(\lambda\). With \(|\cos\pi\tau|\ge1/\sqrt2\), one more enlargement of \(\nu_0\) makes \(\Phi\) monotonic in each window. As \(\xi\) is bounded, all windows with \(N\ge N_0\) lie beyond \(\nu_0\) for all \(\lambda\). For each such \(N\) there is exactly one root \(\nu_N(\lambda)\); the implicit function theorem makes it continuous near each \(\lambda\), and uniqueness joins the pieces over \([0,1]\). It satisfies

\[ |N-\nu_N-\xi|\le\frac1\pi\arcsin\eta(\nu_N). \tag{21} \]

It remains to show that this level has \(N-l-1\) nodes for every \(\lambda\), in three parts.

At \(\lambda=0\), \(\xi=0\) and \(\Phi=\sin\pi\nu\), so \(\nu_N=N\) and the nodes are the positive zeros of the polynomial solution \(\omega_{n_r}\) of (7) of degree \(n_r = N-l-1\). Multiplied by \(x^me^{-x}\), (7) reads \((x^{m+1}e^{-x}\omega')'+n_rx^me^{-x}\omega=0\). Two integrations by parts show that solutions of different degree are orthogonal with weight \(x^me^{-x}\), so \(\omega_{n_r}\) is orthogonal to every polynomial of lower degree. If it changed sign at fewer than \(n_r\) positive points \(x_i\), the product \(\omega_{n_r}\prod_i(x-x_i)\) would keep one sign and yet integrate to zero. So it has exactly \(n_r\) positive zeros.

Along the family the number of nodes cannot change. Near the origin \(|v-1|\le e^{Qr}-1<1\) on an interval \((0,r_a]\) independent of \(\lambda\). Far out, the energies of the family stay below a negative bound, since \(\nu_N(\lambda)\) is bounded, so beyond some \(r_b\ge r_0\) independent of \(\lambda\) the equation reads \(u''=\tilde qu\) with \(\tilde q>0\). A decaying solution with a zero at or beyond \(r_b\) would have beyond that zero a positive maximum or a negative minimum, where \(u''\) and \(u\) cannot have the same strict sign, which contradicts \(\tilde q>0\). All nodes lie inside \((r_a,r_b)\). They are simple, because \(u=u'=0\) at a point would make \(u\) vanish identically. Since \(u\) and \(u'\) are jointly continuous in \(r\) and \(\lambda\), simple zeros move continuously and none can appear or vanish, so their number stays \(N-l-1\).

Finally, no other level has the same number of nodes. Let \(u_1\), \(u_2\) belong to \(E_1<E_2\). Then \((u_1'u_2-u_1u_2')' = 2(E_2-E_1)u_1u_2\). Integrate between consecutive zeros \(r_\alpha<r_\beta\) of \(u_1\), counting \(0\) and \(\infty\), with \(u_1>0\) between them. If \(u_2\) had no zero inside, take it positive; the right side is positive, while the left side is \(u_1'(r_\beta)u_2(r_\beta)-u_1'(r_\alpha)u_2(r_\alpha)\le0\), the boundary term being zero at \(0\) and \(\infty\). So \(u_2\) has a zero in each of the \(n_r+1\) intervals and has more nodes than \(u_1\).

The root \(\nu_N\) is thus the level \(n=N\), and \(N-\nu_N=\mu_n\). By (21), \(|\mu_n-\xi(E_n)|\le\pi^{-1}\arcsin\eta\to0\). As \(\xi\) is bounded, \(\nu_n\to\infty\) and \(E_n\to0\), and continuity of \(\xi\) gives

\[ \mu_\infty = \xi(0,1). \tag{22} \]

**Q.** And above threshold?

The quantum defects, with levels labelled by their nodes, have been shown to converge to \(\mu_\infty=\xi(0,1)\). It remains to show that the phase shift tends to \(\pi\xi(0,1)\) from above threshold, and to test the theorem in numbers.
